# Piezoelectric charge as the curl of the strain gauge field in D3h monolayers: a program that tests the result

```python
"""
Result under test: in a D3h monolayer the piezoelectric bound charge is
    rho = -div P = (e_p/g) * (dA_y/dx - dA_x/dy),
    P = e_p*(2 eps_xy, eps_xx-eps_yy),  A = g*(eps_xx-eps_yy, -2 eps_xy).
x: zigzag, y: armchair; eps: strain; A: gauge field at valley K (q -> q+A);
e_p: piezoelectric constant; g: gauge coupling.
Lattice model: honeycomb, bond d, hopping t*exp(-beta*(length/d-1)),
site energies +Delta (A) and -Delta (B), lower band filled, spin factor 2.
Lattice functions use d = t = e = 1; the bump example uses nm, eV and e.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import null_space
from scipy.optimize import fsolve
from scipy.special import jv

SPIN = 2
BETA = 3.0
ROOT3 = np.sqrt(3.0)
BONDS = np.array([[0, 1], [ROOT3/2, -0.5], [-ROOT3/2, -0.5]])  # from A to B
CELL = np.array([BONDS[1]-BONDS[0], BONDS[2]-BONDS[0]])
AREA = abs(np.linalg.det(CELL))
STRAINS = [np.array([[1., 0], [0, 0]]), np.array([[0., 0], [0, 1]]),
           np.array([[0., 1], [1, 0]])]   # eps_xx, eps_yy, eps_xy

# ---------- symmetry: all linear maps strain -> vector that are allowed ----------
def invariant_maps(operations):
    """Each operation is (matrix on the vector, matrix on the coordinates)."""
    columns = []
    for index in range(6):
        trial = np.zeros(6)
        trial[index] = 1
        trial = trial.reshape(2, 3)
        residual = []
        for on_vector, on_space in operations:
            for strain in STRAINS:
                moved = on_space @ strain @ on_space.T
                before = np.array([strain[0, 0], strain[1, 1], strain[0, 1]])
                after = np.array([moved[0, 0], moved[1, 1], moved[0, 1]])
                residual.extend(trial @ after - on_vector @ trial @ before)
        columns.append(residual)
    return null_space(np.array(columns).T, rcond=1e-10)

turn = np.array([[-0.5, -ROOT3/2], [ROOT3/2, -0.5]])
mirror = np.diag([-1.0, 1.0])
mirror_and_time_reversal_on_q = np.diag([1.0, -1.0])
maps_P = invariant_maps([(turn, turn), (mirror, mirror)])
maps_A = invariant_maps([(turn, turn), (mirror_and_time_reversal_on_q, mirror)])
maps_no_mirror = invariant_maps([(turn, turn)])
assert maps_P.shape[1] == 1 and maps_A.shape[1] == 1
assert maps_no_mirror.shape[1] == 2
quarter_turn = np.array([[0.0, -1.0], [1.0, 0.0]])
rotated_A = (quarter_turn @ maps_A[:, 0].reshape(2, 3)).ravel()
alignment = abs(rotated_A @ maps_P[:, 0]) / np.linalg.norm(rotated_A)
assert abs(alignment - 1) < 1e-10

# a formal polarization carried along by the deformation has no bulk charge
X, Y, p1, p2 = sp.symbols("x y p1 p2")
ux, uy = sp.Function("ux")(X, Y), sp.Function("uy")(X, Y)
dilation = ux.diff(X) + uy.diff(Y)
carried_x = p1*ux.diff(X) + p2*ux.diff(Y) - p1*dilation
carried_y = p1*uy.diff(X) + p2*uy.diff(Y) - p2*dilation
assert sp.simplify((carried_x.diff(X) + carried_y.diff(Y)).doit()) == 0

# ---------- lattice: gauge field from the displaced band touching point ----------
def hoppings(strain):
    lengths = np.linalg.norm(BONDS @ (np.eye(2) + strain).T, axis=1)
    return np.exp(-BETA*(lengths - 1))

K_POINT = np.array([4*np.pi/(3*ROOT3), 0.0])

def gauge_field(strain):
    hop = hoppings(strain)
    def equations(q):
        value = np.sum(hop*np.exp(1j*(BONDS @ (K_POINT + q))))
        return [value.real, value.imag]
    return -fsolve(equations, [1e-5, 1e-5], xtol=1e-13)

STEP = 1e-4
gauge_tensor = np.array([(gauge_field(STEP*s) - gauge_field(-STEP*s))/(2*STEP)
                         for s in STRAINS]).T
g_lattice = -BETA/2
assert np.allclose(gauge_tensor, g_lattice*np.array([[1, -1, 0], [0, 0, -2]]),
                   atol=1e-4)

# ---------- lattice: polarization from discrete Berry phases ----------
def lower_state(f, delta):
    energy = np.sqrt(delta**2 + abs(f)**2)
    if delta > 0:
        state = np.array([-f, delta + energy + 0j*f])
    else:
        state = np.array([delta - energy + 0j*f, np.conj(f)])
    return state/np.sqrt(np.sum(abs(state)**2, axis=0)), energy

def polarization(strain, delta, mesh):
    angle = 2*np.pi*np.arange(mesh)/mesh
    hop = hoppings(strain)
    f = -(hop[0] + hop[1]*np.exp(1j*angle)[:, None]
          + hop[2]*np.exp(1j*angle)[None, :])
    state, _ = lower_state(f, delta)
    centre = np.mean(abs(state[1])**2)*BONDS[0]
    for axis in (0, 1):
        link = np.sum(np.conj(state)*np.roll(state, -1, axis=axis+1), axis=0)
        centre = centre - mesh*np.mean(np.angle(link))/(2*np.pi)*CELL[axis]
    return -SPIN*centre/AREA

def piezo_column(strain, delta, mesh):
    return (polarization(STEP*strain, delta, mesh)
            - polarization(-STEP*strain, delta, mesh))/(2*STEP)

hop_eV, delta_eV, lattice_nm = 1.1, 0.9, 0.32
delta_ratio = delta_eV/hop_eV
piezo_tensor = np.array([piezo_column(s, delta_ratio, 400) for s in STRAINS]).T
e_p = piezo_tensor[1, 0]
assert np.allclose(piezo_tensor, e_p*np.array([[0, 0, 2], [1, -1, 0]]),
                   atol=1e-3*abs(e_p))
opposite = piezo_column(STRAINS[0], -delta_ratio, 400)[1]
assert abs(opposite + e_p) < 1e-3*abs(e_p)

# small-gap limit of e_p/g against -SPIN*sign(Delta)/(2 pi)
valley_ratio = -SPIN/(2*np.pi)
small_gaps = [0.2, 0.1, 0.05]
fractions = [piezo_column(STRAINS[0], gap, 900)[1]/g_lattice/valley_ratio
             for gap in small_gaps]
limit = (8*fractions[2] - 6*fractions[1] + fractions[0])/3
assert abs(limit - 1) < 0.02   # finite mesh and cubic terms in the gap

# ---------- lattice: charge of a strain wave by perturbation theory ----------
def wave_charge(Q, U, delta, mesh=240):
    """Charge amplitude per area for displacement U*exp(iQ.r)."""
    angle = 2*np.pi*np.arange(mesh)/mesh
    grid = np.array(np.meshgrid(angle, angle, indexing="ij")).reshape(2, -1)
    k = np.linalg.inv(CELL) @ grid
    phase_k = np.exp(1j*(BONDS @ k))
    phase_kQ = np.exp(1j*(BONDS @ (k + Q[:, None])))
    low_k, E_k = lower_state(-phase_k.sum(axis=0), delta)
    low_kQ, E_kQ = lower_state(-phase_kQ.sum(axis=0), delta)
    high_k = np.array([-np.conj(low_k[1]), np.conj(low_k[0])])
    high_kQ = np.array([-np.conj(low_kQ[1]), np.conj(low_kQ[0])])
    stretch = BETA*(BONDS @ U)*(np.exp(1j*(BONDS @ Q)) - 1)
    V_AB = stretch @ phase_k
    V_BA = stretch @ np.conj(phase_kQ)
    def overlap(left, right):
        return np.sum(np.conj(left)*right, axis=0)
    def element(left, right):
        return np.conj(left[0])*V_AB*right[1] + np.conj(left[1])*V_BA*right[0]
    total = -(overlap(low_k, high_kQ)*element(high_kQ, low_k)
              + overlap(high_k, low_kQ)*element(low_kQ, high_k))/(E_k + E_kQ)
    return -SPIN*np.mean(total)/AREA

def unit(degrees):
    return np.array([np.cos(np.radians(degrees)), np.sin(np.radians(degrees))])

def curl_prediction(Q, U):
    return e_p*(U[1]*(Q[0]**2 - Q[1]**2) + 2*Q[0]*Q[1]*U[0])

wave_rows = []
for angle_Q, angle_U in [(90, 90), (0, 90), (0, 0), (25, 70)]:
    Q, U = 0.01*unit(angle_Q), unit(angle_U)
    found, expected = wave_charge(Q, U, delta_ratio), curl_prediction(Q, U)
    assert abs(found - expected) < 3e-3*abs(e_p)*1e-4
    wave_rows.append((angle_Q, angle_U, found.real/1e-4, expected/1e-4))

# ---------- worked example: sheet adhering to a Gaussian bump ----------
bond_nm = lattice_nm/ROOT3
velocity = 1.5*hop_eV*bond_nm                 # hbar*v in eV nm
e_p_nm = e_p/bond_nm                          # e/nm
g_nm = g_lattice/bond_nm                      # 1/nm
to_pC_per_m = const.e*1e9*1e12
height, width = 5.0, 20.0
points, box = 256, 240.0
axis_nm = (np.arange(points) - points//2)*box/points
x, y = np.meshgrid(axis_nm, axis_nm, indexing="ij")
r, theta = np.hypot(x, y), np.arctan2(y, x)
wave = 2*np.pi*np.fft.fftfreq(points, box/points)
qx, qy = np.meshgrid(wave, wave, indexing="ij")
q = np.hypot(qx, qy)
q_safe = np.where(q == 0, 1.0, q)

def derivative(field, q_component):
    return np.fft.ifft2(1j*q_component*np.fft.fft2(field)).real

def bound_charge(exx, eyy, exy):
    return -(derivative(2*e_p_nm*exy, qx) + derivative(e_p_nm*(exx - eyy), qy))

h = height*np.exp(-r**2/(2*width**2))
hx, hy = derivative(h, qx), derivative(h, qy)
exx, eyy, exy = hx**2/2, hy**2/2, hx*hy/2
rho = bound_charge(exx, eyy, exy)
rho_formula = (e_p_nm*height**2*r**3/width**6*np.exp(-r**2/width**2)
               * np.sin(3*theta))
peak_radius = width*np.sqrt(1.5)
rho_peak = e_p_nm*height**2/width**3*1.5**1.5*np.exp(-1.5)
assert np.max(abs(rho - rho_formula)) < 1e-5*rho_peak
assert abs(np.max(rho)/rho_peak - 1) < 5e-3   # grid points miss the exact peak
lobe = np.sqrt(np.pi)*e_p_nm*height**2/(4*width)
lobe_grid = np.sum(rho[rho > 0])*(box/points)**2/3
assert abs(lobe_grid/lobe - 1) < 2e-3
curl_peak = g_nm*rho_peak/e_p_nm
field_tesla = abs(curl_peak)*const.hbar/const.e*1e18
strain_peak = height**2/(2*width**2*np.e)
assert abs(np.max(exx + eyy)/strain_peak - 1) < 2e-3

# electrostatic potential with substrate and sheet polarizability
kappa, sheet_length = 2.5, 4.0
coulomb = const.e/(2*const.epsilon_0)*1e9     # eV nm
def potential(carrier_term):
    kernel = coulomb/(q_safe*(kappa + sheet_length*q_safe) + carrier_term)
    kernel[0, 0] = 0
    return np.fft.ifft2(kernel*np.fft.fft2(rho)).real
phi = potential(0.0)
column = points//2 - 26
radius_test = abs(axis_nm[column])
def hankel_integrand(s):
    source = e_p_nm*height**2/width**6*s**3*(width**2/2)**4
    source *= np.exp(-s**2*width**2/4)
    return jv(3, s*radius_test)*source*coulomb/(kappa + sheet_length*s)
phi_hankel = quad(hankel_integrand, 0, 1.0, limit=200)[0]
assert abs(phi[points//2, column]/phi_hankel - 1) < 1e-2  # periodic images
field_inplane = np.max(np.hypot(derivative(phi, qx), derivative(phi, qy)))

# ---------- size of what the example neglects ----------
poisson = 0.25                                # Young modulus set to 1
lame, shear = poisson/(1 - poisson**2), 1/(2*(1 + poisson))
trace = exx + eyy
sxx, syy, sxy = (np.fft.fft2(lame*trace + 2*shear*exx),
                 np.fft.fft2(lame*trace + 2*shear*eyy),
                 np.fft.fft2(2*shear*exy))
bx, by = 1j*(qx*sxx + qy*sxy), 1j*(qx*sxy + qy*syy)
along = (lame + shear)/(lame + 2*shear)*(qx*bx + qy*by)/q_safe**2
ux_q = (bx - qx*along)/(shear*q_safe**2)
uy_q = (by - qy*along)/(shear*q_safe**2)
rxx = exx + np.fft.ifft2(1j*qx*ux_q).real
ryy = eyy + np.fft.ifft2(1j*qy*uy_q).real
rxy = exy + np.fft.ifft2(0.5j*(qx*uy_q + qy*ux_q)).real
curvature = derivative(hx, qx)*derivative(hy, qy) - derivative(hx, qy)**2
stress_trace = np.fft.fft2(2*(lame + shear)*(rxx + ryy))
airy_trace = np.fft.fft2(curvature)/q_safe**2
difference = abs(stress_trace - airy_trace)
difference[0, 0] = 0
assert np.max(difference) < 1e-4*np.max(abs(airy_trace))
relaxed_fraction = np.max(abs(bound_charge(rxx, ryy, rxy)))/np.max(abs(rho))

zero_strain = polarization(np.zeros((2, 2)), delta_ratio, 400)
nonlinear = [(polarization(strain_peak*s, delta_ratio, 400) - zero_strain)[1]
             / (sign*e_p*strain_peak) - 1
             for s, sign in [(STRAINS[0], 1), (STRAINS[1], -1)]]
Q_bump = 3*bond_nm/width*unit(90)
finite_wave = (wave_charge(Q_bump, unit(90), delta_ratio).real
               / curl_prediction(Q_bump, unit(90)) - 1)
deformation = 3.0                             # eV per unit area strain
gradient_charge = -sheet_length/coulomb*deformation*(
    derivative(derivative(trace, qx), qx) + derivative(derivative(trace, qy), qy))
temperature = 300.0
kT = const.k*temperature/const.e
residual = 1e-3                               # carriers per nm^2
phi_screened = potential(coulomb*residual/kT)
states = 4*delta_eV*kT/(2*np.pi*velocity**2)
intrinsic = states*np.exp(-delta_eV/kT)*1e14
tunnel_exponent = np.pi*delta_eV**2/(velocity*field_inplane)

print("Allowed constants, D3h: P", maps_P.shape[1], " A", maps_A.shape[1])
print("Allowed constants without vertical mirror:", maps_no_mirror.shape[1])
print(f"Gauge coupling g, from touching point: {gauge_tensor[0,0]:.4f} /d")
print(f"Gauge coupling g, formula -beta/(2d): {g_lattice:.4f} /d")
for gap, fraction in zip(small_gaps, fractions):
    print(f"Delta/t={gap:.2f}: (e_p/g)/(small-gap value) = {fraction:.4f}")
print(f"Same ratio extrapolated to zero gap: {limit:.4f}")
print("Strain waves, |Q|d=0.01: charge/(|U| Q^2) in e/d, response vs curl law")
for angle_Q, angle_U, found, expected in wave_rows:
    print(f"  Q at {angle_Q} deg, U at {angle_U} deg: "
          f"{found:.5f} vs {expected:.5f}")
print(f"Inputs: a={lattice_nm} nm, t={hop_eV} eV, Delta={delta_eV} eV, "
      f"beta={BETA}")
print(f"Bond d: {bond_nm:.4f} nm; hbar*v: {velocity:.4f} eV nm")
print(f"Delta/t: {delta_ratio:.4f}; e_p: {e_p:.5f} e/d")
print(f"e_p: {e_p_nm:.4f} e/nm = {e_p_nm*to_pC_per_m:.1f} pC/m")
valley_e_p = valley_ratio*g_nm
print(f"e_p from small-gap formula: {valley_e_p*to_pC_per_m:.1f} pC/m")
print(f"e_p over small-gap formula: {e_p_nm/valley_e_p:.4f}")
print(f"g: {g_nm:.3f} 1/nm; e_p/g: {e_p_nm/g_nm:.5f} e")
print(f"Bump: height {height} nm, width s {width} nm")
print(f"Largest strain: {100*strain_peak:.3f} %")
print(f"Radius of largest charge: {peak_radius:.2f} nm")
print(f"Largest |curl A|: {abs(curl_peak):.5f} 1/nm^2 = {field_tesla:.2f} T")
print(f"Largest charge density: {rho_peak*1e14:.3e} e/cm^2 = "
      f"{rho_peak*1e14*const.e*1e6:.4f} uC/cm^2")
print(f"Charge of one lobe: formula {lobe:.4f} e, grid {lobe_grid:.4f} e")
print(f"Environment constant {kappa}; sheet screening length {sheet_length} nm")
print(f"Largest potential: {1e3*np.max(abs(phi)):.2f} mV")
print(f"Largest in-plane field: {10*field_inplane:.4f} MV/cm")
print(f"Sliding sheet, Poisson ratio {poisson}: peak charge x "
      f"{relaxed_fraction:.3f}")
print(f"Nonlinear change of P at largest strain: xx {100*nonlinear[0]:.2f} %, "
      f"yy {100*nonlinear[1]:.2f} %")
print(f"Finite-wavelength change at Q=3/s: {100*finite_wave:.3f} %")
print(f"Gradient charge, deformation potential {deformation} eV: "
      f"{np.max(abs(gradient_charge))/rho_peak:.3f} of peak")
print(f"Temperature {temperature:.0f} K; kT: {1e3*kT:.2f} meV")
print(f"Residual carriers {residual*1e14:.1e} cm^-2: largest potential "
      f"{1e3*np.max(abs(phi_screened)):.2f} mV")
print(f"Intrinsic carriers: {intrinsic:.2e} cm^-2")
print(f"Gap: {2*delta_eV:.2f} eV; tunnelling exponent: {tunnel_exponent:.0f}")
print("finished without a failed check")
```

Printed output:

```
Allowed constants, D3h: P 1  A 1
Allowed constants without vertical mirror: 2
Gauge coupling g, from touching point: -1.5000 /d
Gauge coupling g, formula -beta/(2d): -1.5000 /d
Delta/t=0.20: (e_p/g)/(small-gap value) = 0.9419
Delta/t=0.10: (e_p/g)/(small-gap value) = 0.9751
Delta/t=0.05: (e_p/g)/(small-gap value) = 0.9886
Same ratio extrapolated to zero gap: 1.0001
Strain waves, |Q|d=0.01: charge/(|U| Q^2) in e/d, response vs curl law
  Q at 90 deg, U at 90 deg: -0.31021 vs -0.31021
  Q at 0 deg, U at 90 deg: 0.31021 vs 0.31021
  Q at 0 deg, U at 0 deg: -0.00000 vs 0.00000
  Q at 25 deg, U at 70 deg: 0.26865 vs 0.26865
Inputs: a=0.32 nm, t=1.1 eV, Delta=0.9 eV, beta=3.0
Bond d: 0.1848 nm; hbar*v: 0.3048 eV nm
Delta/t: 0.8182; e_p: 0.31021 e/d
e_p: 1.6791 e/nm = 269.0 pC/m
e_p from small-gap formula: 414.1 pC/m
e_p over small-gap formula: 0.6497
g: -8.119 1/nm; e_p/g: -0.20681 e
Bump: height 5.0 nm, width s 20.0 nm
Largest strain: 1.150 %
Radius of largest charge: 24.49 nm
Largest |curl A|: 0.01040 1/nm^2 = 6.85 T
Largest charge density: 2.151e+11 e/cm^2 = 0.0345 uC/cm^2
Charge of one lobe: formula 0.9300 e, grid 0.9297 e
Environment constant 2.5; sheet screening length 4.0 nm
Largest potential: 44.99 mV
Largest in-plane field: 0.0543 MV/cm
Sliding sheet, Poisson ratio 0.25: peak charge x 0.354
Nonlinear change of P at largest strain: xx 0.57 %, yy -2.61 %
Finite-wavelength change at Q=3/s: -0.031 %
Gradient charge, deformation potential 3.0 eV: 0.193 of peak
Temperature 300 K; kT: 25.85 meV
Residual carriers 1.0e+11 cm^-2: largest potential 24.12 mV
Intrinsic carriers: 1.21e-02 cm^-2
Gap: 1.80 eV; tunnelling exponent: 1537
finished without a failed check
```
